# Interaction energy of a cubic dipole lattice at zero macroscopic field: a numerical check

```python
"""
Result under test: identical fixed point dipoles p on a cubic Bravais lattice,
one per primitive cell of volume V, with zero cell-averaged electric field,
have the interaction energy per cell  U = -2 pi p^2 / (3 V)  (Gaussian units).

Symbols: T is the local-field tensor (E_local = T p, own field excluded),
psi is the periodic potential of a unit charge with neutralizing background,
d is the length of a pair of charges -q, +q, eps is a dielectric constant.
Lattice tests use reduced units (cube edge 1, charge 1); the example uses nm, eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import erfc

pi = np.pi


def integer_triples(n):
    k = np.arange(-n, n + 1)
    return np.array(np.meshgrid(k, k, k, indexing="ij")).reshape(3, -1).T


TRIPLES = integer_triples(6)
NONZERO = TRIPLES[np.any(TRIPLES != 0, axis=1)]


def lattice_data(cell, scale):
    volume = abs(np.linalg.det(cell))
    eta = scale * np.sqrt(pi) / volume ** (1 / 3)
    G = NONZERO @ (2 * pi * np.linalg.inv(cell).T)
    return volume, eta, G, np.sum(G * G, axis=1)


def field_tensor(cell, offset=None, scale=1.0):
    """Ewald sum of dipole fields, zero mean field; own dipole left out."""
    volume, eta, G, G2 = lattice_data(cell, scale)
    own_site = offset is None
    shift = np.zeros(3) if own_site else np.array(offset, float)
    r = (NONZERO if own_site else TRIPLES) @ cell + shift
    r2 = np.sum(r * r, axis=1)
    dist = np.sqrt(r2)
    gauss = 2 * eta / np.sqrt(pi) * np.exp(-eta**2 * r2)
    B = erfc(eta * dist) / dist**3 + gauss / r2
    C = 3 * erfc(eta * dist) / dist**5 + gauss * (2 * eta**2 + 3 / r2) / r2
    T = np.einsum("n,ni,nj->ij", C, r, r) - np.eye(3) * B.sum()
    weight = np.exp(-G2 / (4 * eta**2)) / G2 * np.cos(G @ shift)
    T -= 4 * pi / volume * np.einsum("n,ni,nj->ij", weight, G, G)
    if own_site:
        T += np.eye(3) * 4 * eta**3 / (3 * np.sqrt(pi))
    return T


def potential(cell, point=None):
    """Periodic potential of a unit charge; own 1/r removed if point is None."""
    volume, eta, G, G2 = lattice_data(cell, 1.0)
    shift = np.zeros(3) if point is None else np.array(point, float)
    r = (NONZERO if point is None else TRIPLES) @ cell + shift
    dist = np.linalg.norm(r, axis=1)
    value = np.sum(erfc(eta * dist) / dist) - pi / (eta**2 * volume)
    value += 4 * pi / volume * np.sum(
        np.exp(-G2 / (4 * eta**2)) / G2 * np.cos(G @ shift))
    if point is None:
        value -= 2 * eta / np.sqrt(pi)
    return value


def pair_image_energy(cell, separation):
    """Energy per cell of periodic unit +/- pairs minus that of one free pair."""
    free_pair = -1 / np.linalg.norm(separation)
    return potential(cell) - potential(cell, separation) - free_pair


sc = np.eye(3)
bcc = 0.5 * np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]], float)
fcc = 0.5 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]], float)
long_cell = np.diag([1.0, 1.0, 2.0])
x_axis, z_axis = np.array([1.0, 0, 0]), np.array([0, 0, 1.0])

# Own field of a Gaussian-smeared dipole at its centre, by Coulomb integration.
s = 0.1
g0 = (2 * pi * s**2) ** -1.5
radial = quad(lambda r: r * g0 * np.exp(-r**2 / (2 * s**2)) / s**2, 0, 12 * s)[0]
angular = 2 * pi * quad(lambda c: c * c, -1, 1)[0]
own_field = -radial * angular
assert abs(own_field / (-4 * pi / 3 * g0) - 1) < 1e-8

# Smeared lattice field minus own field gives the Lorentz field.
n = integer_triples(14)
G = 2 * pi * n[np.any(n != 0, axis=1)]
G2 = np.sum(G * G, axis=1)
lattice_field = -4 * pi * np.sum(G[:, 2] ** 2 / G2 * np.exp(-G2 * s**2 / 2))
smeared_local = lattice_field - own_field
assert abs(smeared_local - 4 * pi / 3) < 1e-7

# Point-dipole tensor and energy of short charge pairs on three cubic lattices.
short = 0.02
cubic_rows = []
for name, cell in (("sc", sc), ("bcc", bcc), ("fcc", fcc)):
    V = abs(np.linalg.det(cell))
    T = field_tensor(cell)
    assert np.allclose(T, 4 * pi / (3 * V) * np.eye(3), atol=1e-8)
    assert np.allclose(T, field_tensor(cell, scale=1.2), atol=1e-8)
    coefficient = pair_image_energy(cell, short * x_axis) * V / short**2
    # The finite pair length leaves a relative error of order (d/L)^2.
    assert abs(coefficient / (-2 * pi / 3) - 1) < 5e-3
    cubic_rows.append((name, coefficient))


# Plain sums over finite bodies: needle along p, and thin disc normal to p.
def body_field(radius, half_height):
    k = np.arange(-radius, radius + 1)
    X, Y = np.meshgrid(k, k)
    rho2 = (X**2 + Y**2).ravel().astype(float)
    rho2 = rho2[rho2 <= radius**2]
    total = 0.0
    for z in range(-half_height, half_height + 1):
        r2 = rho2 + z * z
        r2 = r2[r2 > 0]
        total += np.sum((3 * z * z - r2) / r2**2.5)
    return total


needle = body_field(12, 240)
disc = body_field(300, 2)
# Finite aspect ratios leave errors near 0.4 and 1.3 percent.
assert abs(needle / (4 * pi / 3) - 1) < 0.01
assert abs(disc / (-8 * pi / 3) - 1) < 0.02

# Fourth-order term of the pair energy against a direct lattice sum.
n = integer_triples(30)
R2 = np.sum(n * n, axis=1).astype(float)
keep = (R2 > 0) & (R2 <= 900)
R2, c2 = R2[keep], n[keep, 2] ** 2 / R2[keep]
S4 = np.sum((35 * c2**2 - 30 * c2 + 3) / 8 / R2**2.5)
d = 0.1
diagonal = np.ones(3) / np.sqrt(3)
quartic_100 = (pair_image_energy(sc, d * x_axis) + 2 * pi / 3 * d**2) / d**4
quartic_111 = (pair_image_energy(sc, d * diagonal) + 2 * pi / 3 * d**2) / d**4
# Sixth-order terms leave errors below one percent at this pair length.
assert abs(quartic_100 / (-S4) - 1) < 0.02
assert abs(quartic_111 / (2 * S4 / 3) - 1) < 0.02

# Elongated cell: only the trace survives, and the energy depends on direction.
T_long = field_tensor(long_cell)
assert abs(np.trace(T_long) - 4 * pi / 2) < 1e-8
assert T_long[2, 2] < 0 < T_long[0, 0]
for axis in (x_axis, z_axis):
    from_pair = pair_image_energy(long_cell, short * axis) / short**2
    assert abs(from_pair / (-0.5 * axis @ T_long @ axis) - 1) < 1e-2

# Other sites of a simple cubic dipole lattice, dipoles along z.
body_site = field_tensor(sc, [0.5, 0.5, 0.5])[2, 2]
face_in_plane = field_tensor(sc, [0.5, 0.5, 0.0])[2, 2]
face_out_plane = field_tensor(sc, [0.5, 0.0, 0.5])[2, 2]
assert abs(body_site - 4 * pi / 3) < 1e-8
assert abs(face_in_plane - 4 * pi / 3) > 0.5
assert abs(face_out_plane - 4 * pi / 3) > 0.5


# Empty spherical cavity in a dielectric, from the boundary conditions.
def cavity_interaction_factor(eps):
    # Dipole in cavity: inside 1/r^2 + A r, outside B/r^2, radius 1.
    A, B = np.linalg.solve([[1, -1], [1, 2 * eps]], [-1, 2])
    source_factor = eps * B
    # Uniform outer field: inside -F r, outside -r + C/r^2.
    F, C = np.linalg.solve([[1, 1], [1, -2 * eps]], [1, eps])
    assert abs(source_factor - 3 * eps / (2 * eps + 1)) < 1e-12
    assert abs(F - 3 * eps / (2 * eps + 1)) < 1e-12
    return source_factor * F


# Polarizable dipoles: minimize induction cost plus lattice interaction.
T_try, alpha_try = 0.2, 1.0
relaxed = minimize_scalar(
    lambda m: m**2 / (2 * alpha_try) - T_try * (1 + m) ** 2 / 2).fun
assert abs(relaxed + T_try / 2 / (1 - alpha_try * T_try)) < 1e-8

# Worked example: neutral substitutional pair in cubic YIG, rough inputs.
a = 1.24                 # nm
eps_static, eps_clamped = 15.0, 5.0
alpha = 0.003            # nm^3, rough extra polarizability of the defect
temperature = 300.0      # K
coulomb = const.e / (4 * pi * const.epsilon_0) * 1e9      # eV nm
hartree = const.physical_constants["Hartree energy in eV"][0]
pair_length = a / 4
V = a**3
U_bare = -2 * pi * coulomb * pair_length**2 / (3 * V)
U_static, U_clamped = U_bare / eps_static, U_bare / eps_clamped
unit = 1000 * coulomb / (a * eps_static)                  # meV
local_field = 4 * pi * coulomb * pair_length / (3 * eps_static * V)  # V/nm

cases = []
for name, cell, axis in (("conventional", sc, x_axis),
                         ("primitive bcc", bcc, x_axis),
                         ("2x2x2", 2 * sc, x_axis),
                         ("1x1x2, p on short axis", long_cell, x_axis),
                         ("1x1x2, p on long axis", long_cell, z_axis)):
    point = -0.5 * axis @ field_tensor(cell) @ axis / 16 * unit
    pair = pair_image_energy(cell, axis / 4) * unit
    cases.append((name, point, pair))
assert abs(cases[0][1] / (1000 * U_static) - 1) < 1e-8
assert cases[3][2] < 0 < cases[4][2]

feedback = alpha * 4 * pi / (3 * eps_static * V)
extra_polarization = feedback / (1 - feedback)
binding = coulomb / (eps_static * pair_length)
thermal = const.k * temperature / const.e

print("LATTICE TESTS, cube edge 1, dipole 1")
print(f"Lorentz field 4 pi/3: {4*pi/3:.5f}")
print(f"smeared lattice minus own field: {smeared_local:.5f}")
print(f"energy coefficient -2 pi/3: {-2*pi/3:.5f}")
for name, coefficient in cubic_rows:
    print(f"U V/p^2, short pairs, {name}: {coefficient:.5f}")
print(f"short pair length / cube edge: {short:.2f}")
print(f"needle sum of fields: {needle:.4f}")
print(f"disc sum of fields: {disc:.4f}")
print(f"disc limit -8 pi/3: {-8*pi/3:.4f}")
print(f"quartic lattice sum S4: {S4:.4f}")
print(f"quartic coefficient, pair on [100]: {quartic_100:.4f}")
print(f"quartic coefficient, pair on [111]: {quartic_111:.4f}")
print(f"1x1x2 field tensor, short axis: {T_long[0,0]:.4f}")
print(f"1x1x2 field tensor, long axis: {T_long[2,2]:.4f}")
print(f"1x1x2 trace: {np.trace(T_long):.4f}")
print(f"sc field at body centre: {body_site:.4f}")
print(f"sc field at (1/2,1/2,0), p on z: {face_in_plane:.4f}")
print(f"sc field at (1/2,0,1/2), p on z: {face_out_plane:.4f}")
print("YIG EXAMPLE, rough inputs")
print(f"cube edge a: {a:.2f} nm")
print(f"cell volume V: {V:.4f} nm^3")
print(f"pair length a/4: {pair_length:.3f} nm")
print(f"dipole: {pair_length:.3f} e nm")
print(f"e^2 in Gaussian form: {coulomb:.5f} eV nm")
print(f"eps static, clamped: {eps_static:.0f}, {eps_clamped:.0f}")
print(f"U unscreened: {U_bare:.4f} eV = {U_bare/hartree:.6f} hartree")
print(f"U clamped ions: {1000*U_clamped:.2f} meV")
print(f"U static: {1000*U_static:.2f} meV")
print(f"image field, static: {10*local_field:.3f} MV/cm")
print("Static image energy: point dipole / full pair")
for name, point, pair in cases:
    print(f"{name}: {point:.2f} / {pair:.2f} meV")
print("NEGLECTED EFFECTS")
print(f"finite pair length, conventional: {100*(cases[0][2]/cases[0][1]-1):.1f} %")
print(f"cavity factor, static: {cavity_interaction_factor(eps_static):.2f}")
print(f"cavity factor, clamped: {cavity_interaction_factor(eps_clamped):.2f}")
print(f"defect polarizability, rough: {alpha:.3f} nm^3")
print(f"its relative effect on U: {100*extra_polarization:.3f} %")
print(f"screened pair attraction: {binding:.3f} eV")
print(f"kT at {temperature:.0f} K: {thermal:.4f} eV")
print("every check passed")
```

Running it gives:

```
LATTICE TESTS, cube edge 1, dipole 1
Lorentz field 4 pi/3: 4.18879
smeared lattice minus own field: 4.18879
energy coefficient -2 pi/3: -2.09440
U V/p^2, short pairs, sc: -2.09564
U V/p^2, short pairs, bcc: -2.09377
U V/p^2, short pairs, fcc: -2.09364
short pair length / cube edge: 0.02
needle sum of fields: 4.1736
disc sum of fields: -8.2729
disc limit -8 pi/3: -8.3776
quartic lattice sum S4: 3.1082
quartic coefficient, pair on [100]: -3.1143
quartic coefficient, pair on [111]: 2.0619
1x1x2 field tensor, short axis: 4.5163
1x1x2 field tensor, long axis: -2.7493
1x1x2 trace: 6.2832
sc field at body centre: 4.1888
sc field at (1/2,1/2,0), p on z: -4.4789
sc field at (1/2,0,1/2), p on z: 8.5227
YIG EXAMPLE, rough inputs
cube edge a: 1.24 nm
cell volume V: 1.9066 nm^3
pair length a/4: 0.310 nm
dipole: 0.310 e nm
e^2 in Gaussian form: 1.43996 eV nm
eps static, clamped: 15, 5
U unscreened: -0.1520 eV = -0.005586 hartree
U clamped ions: -30.40 meV
U static: -10.13 meV
image field, static: 0.654 MV/cm
Static image energy: point dipole / full pair
conventional: -10.13 / -11.09 meV
primitive bcc: -20.27 / -19.44 meV
2x2x2: -1.27 / -1.30 meV
1x1x2, p on short axis: -10.93 / -11.73 meV
1x1x2, p on long axis: 6.65 / 6.10 meV
NEGLECTED EFFECTS
finite pair length, conventional: 9.4 %
cavity factor, static: 2.11
cavity factor, clamped: 1.86
defect polarizability, rough: 0.003 nm^3
its relative effect on U: 0.044 %
screened pair attraction: 0.310 eV
kT at 300 K: 0.0259 eV
every check passed
```
